# Why Brown–Zak maxima fix the flux and outlive Shubnikov–de Haas oscillations

**Question.** In a graphene superlattice the conductance oscillates with magnetic field, with maxima at one flux quantum per $q$ supercells, where $q$ is an integer. Changing the carrier density does not move them, and they remain at temperatures where Shubnikov–de Haas oscillations have vanished. What sets these fields, and why does thermal smearing not remove the maxima?

**Answer.**

## Two motions and one energy-free phase

Let the supercell have area $S$, the field $B$ point along $+z$, and the carrier have charge $-e$. Write

$$\Phi=BS,\qquad \Phi_0=\frac he,\qquad \varphi=\frac{\Phi_0}{\Phi},\qquad l^2=\frac{\hbar}{eB}.$$

The condition in the question is $\varphi=q$. The conductance meant here is the longitudinal conductivity $\sigma_{xx}$. For one valley take

$$H=v\,\boldsymbol\sigma\cdot\boldsymbol\pi+V_1\sum_{j=1}^{6}e^{i\mathbf G_j\cdot\mathbf r},\qquad \boldsymbol\pi=\mathbf p+e\mathbf A,$$

where the $\mathbf G_j$ are the six shortest reciprocal vectors of a triangular superlattice, of length $G$. The field gives $[\pi_x,\pi_y]=-i\hbar^2/l^2$.

Split the position into a guiding centre and a cyclotron part, $\mathbf r=\mathbf R+\boldsymbol\xi$, with

$$\xi_x=\frac{l^2}{\hbar}\pi_y,\qquad \xi_y=-\frac{l^2}{\hbar}\pi_x .$$

Then $[\xi_x,\pi_x]=i\hbar=[x,\pi_x]$, and likewise for the other components, so $\mathbf R=(X,Y)$ commutes with $\boldsymbol\pi$. Without the superlattice $\mathbf R$ is therefore conserved. Moreover,

$$[\xi_x,\xi_y]=-\frac{l^4}{\hbar^2}[\pi_y,\pi_x]=-il^2 .$$

Since $[x,y]=0$ and $\mathbf R$ commutes with $\boldsymbol\xi$, it follows that $[X,Y]=+il^2$.

The superlattice moves the guiding centre through the operators $T_j=e^{i\mathbf G_j\cdot\mathbf R}$. For two exponents whose commutator is a number, $e^Pe^Q=e^Qe^Pe^{[P,Q]}$. Choose $\mathbf G_1,\mathbf G_2$ at $60^\circ$, with $\mathbf G_2$ anticlockwise from $\mathbf G_1$. Here $[P,Q]=-(\mathbf G_1\times\mathbf G_2)_z[X,Y]$, so

$$T_1T_2=e^{-il^2(\mathbf G_1\times\mathbf G_2)_z}\,T_2T_1 .$$

The cross product is the area of the Brillouin zone, $(2\pi)^2/S$, and $l^2=\Phi_0/(2\pi B)$. The phase is thus

$$l^2\frac{(2\pi)^2}{S}=2\pi\frac{\Phi_0}{BS}=2\pi\varphi,\qquad T_1T_2=e^{-2\pi i\varphi}T_2T_1 .$$

In semiclassical language, $l^2$ times an area in $k$-space is a phase. Two sequences of superlattice scattering that differ by one Brillouin-zone area differ in phase by $2\pi\varphi$. This area belongs to the lattice and not to the Fermi surface. Neither energy nor density enters. At $\varphi=q$ the phase is a multiple of $2\pi$ and the two sequences add constructively.

## What happens inside a Landau level

To turn this interference into a current, suppose first that the superlattice is too weak to mix Landau levels. The state of electron level $N\ge1$ is $(|N-1\rangle,|N\rangle)/\sqrt2$, with energy $E_N=\hbar v\sqrt{2N}/l$. The factor $e^{i\mathbf G\cdot\boldsymbol\xi}$ is an oscillator displacement $e^{\alpha a^\dagger-\alpha^*a}$ with $|\alpha|^2=x=G^2l^2/2$. Normal ordering gives its diagonal element:

$$\langle n|e^{-x/2}e^{\alpha a^\dagger}e^{-\alpha^*a}|n\rangle=e^{-x/2}\sum_{k=0}^{n}\frac{(-x)^k}{(k!)^2}\frac{n!}{(n-k)!}=e^{-x/2}L_n(x).$$

Averaging over the two spinor components,

$$H_N=E_N+w_N\sum_jT_j,\qquad w_N=V_1F_N,\qquad F_N=\tfrac12e^{-x/2}\left[L_N(x)+L_{N-1}(x)\right].$$

For $N=0$ one component is occupied and $F_0=e^{-x/2}$.

The guiding centre now drifts. From $[T_j,X]=iG_{jy}[Y,X]T_j=l^2G_{jy}T_j$,

$$\dot X=\frac i\hbar[H_N,X]=\frac{iw_Nl^2}{\hbar}\sum_jG_{jy}T_j .$$

Averaged over all guiding-centre states, $T_j^\dagger T_k$ gives $\delta_{jk}$, because any remaining plane wave averages to zero. The six vectors satisfy $\sum_jG_{jy}^2=3G^2$. Hence

$$\langle\dot X^2\rangle_N=\frac{3w_N^2G^2l^4}{\hbar^2}.$$

This expression has no resonance at integer $\varphi$. The special fluxes do not make the drift faster; they make it last.

At $\varphi=q$ all $T_j$ commute and can be replaced by phases. With $\mathbf G_3=\mathbf G_2-\mathbf G_1$ the level becomes one Bloch band,

$$E=E_N+2w_N\left[\cos\theta_1+\cos\theta_2+(-1)^q\cos(\theta_2-\theta_1)\right].$$

The sign $(-1)^q$ comes from half the commutator phase when $T_2T_1^\dagger$ is combined into $T_3$. The velocity is a function of the same commuting operators, so it is conserved until a scattering event. This part of the argument also survives level mixing: for fixed $\theta_1,\theta_2$ the full Hamiltonian is a matrix in the Landau index alone, and its eigenstates are Bloch states.

Away from integer $\varphi$ the velocity is not conserved. Combining exponentials gives

$$[T_j,T_k]=-2i\sin\!\left(\tfrac12l^2(\mathbf G_j\times\mathbf G_k)_z\right)e^{i(\mathbf G_j+\mathbf G_k)\cdot\mathbf R}.$$

For vectors at $60^\circ$ or $120^\circ$ the sine is $\pm\sin\pi\varphi$; for parallel or opposite vectors it is zero. Let $s_{jk}=\pm1$ be this sign. Since it is antisymmetric, the terms $(j,k)$ and $(k,j)$ combine:

$$[H_N,\dot X]=\frac{2w_N^2l^2}{\hbar}\sin(\pi\varphi)\sum_{j<k}s_{jk}(G_{ky}-G_{jy})\,e^{i(\mathbf G_j+\mathbf G_k)\cdot\mathbf R}.$$

The twelve contributing sums $\mathbf G_j+\mathbf G_k$ are all different, so their squares add. The six $60^\circ$ pairs have differences of length $G$ and contribute $3G^2$. The six $120^\circ$ pairs have differences of length $\sqrt3G$ and contribute $9G^2$. The mean square of the commutator is therefore $48w_N^4l^4G^2\sin^2(\pi\varphi)/\hbar^2$. Dividing by $\hbar^2\langle\dot X^2\rangle_N$ gives the mean square frequency at which the velocity changes:

$$\langle\omega^2\rangle_N=16\left(\frac{w_N}{\hbar}\right)^2\sin^2(\pi\varphi).$$

It vanishes at integer $\varphi$ and nowhere else, provided $w_N\neq0$.

## From a lasting velocity to a conductivity

Assume that current correlations decay as $e^{-t/\tau}$, with one relaxation time $\tau$. With spin and valley degeneracy 4 and sample area $\mathcal A$, linear response gives

$$\sigma_{xx}=\frac{4e^2}{\mathcal A}\sum_{mn}\frac{f_m-f_n}{E_n-E_m}|v_{mn}|^2\int_0^\infty e^{-t/\tau}\cos(\omega_{mn}t)\,dt .$$

The integral is $\tau/(1+\omega_{mn}^2\tau^2)$; for equal energies the occupation ratio becomes $-f'$. Suppose $k_BT$ exceeds the width of each Landau level, so that $-f'$ is nearly constant across it. A level holds $1/(2\pi l^2)=B/\Phi_0$ states per area for each spin and valley. The drift part is then

$$\sigma_{\rm drift}=4e^2\frac B{\Phi_0}\sum_N[-f'(E_N)]\,\tau\,\langle\dot X^2\rangle_N R_N,$$

$$R_N=\frac{\sum_{mn}|v_{mn}|^2/(1+\omega_{mn}^2\tau^2)}{\sum_{mn}|v_{mn}|^2}\le1,$$

where the sums in $R_N$ run over the guiding-centre states of one level and $v$ stands for $\dot X$.

The recurrence factor $R_N$ equals 1 when no weight lies at nonzero frequency, hence at $\varphi=q$. For $|w_N|\tau/\hbar\ll1$, expanding the denominator gives

$$R_N\simeq1-16\left(\frac{w_N\tau}{\hbar}\right)^2\sin^2(\pi\varphi)
=1-8\left(\frac{w_N\tau}{\hbar}\right)^2\left[1-\cos\frac{2\pi\Phi_0}{BS}\right].$$

This is an oscillation in $1/B$ with frequency $\Phi_0/S$. Density chooses which levels carry weight, but each level has its best recurrence at the same fields. The positions are common; the amplitudes are not, because $F_N$ varies with $N$ and can pass near zero.

Other fractions also restore Bloch motion. If $\varphi=q/p$ in lowest terms, $T_1$ and $T_2$ act as $p\times p$ matrices and a level splits into $p$ subbands. Velocity within a subband persists, while matrix elements between subbands carry nonzero frequencies. Thus $R_N<1$ for $p>1$. This singles out flux $\Phi_0/q$ among the fractions $p\Phi_0/q$.

## Why temperature treats the two oscillations differently

Shubnikov–de Haas oscillations follow the phase $2\pi N(E)$, with $N(E)=E^2l^2/(2\hbar^2v^2)$. Near the chemical potential $\mu$ its slope is $2\pi/(\hbar\omega_c)$, where $\hbar\omega_c=\hbar^2v^2/(l^2\mu)$ is the local level spacing. Thermal averaging multiplies the fundamental by

$$D=\int(-f')\,e^{2\pi i(E-\mu)/\hbar\omega_c}\,dE .$$

Use the occupation $u=f(E)$ as variable. Then $e^{(E-\mu)/k_BT}=(1-u)/u$, and with $s=2\pi k_BT/\hbar\omega_c$

$$D=\int_0^1(1-u)^{is}u^{-is}du=\Gamma(1+is)\Gamma(1-is)=\frac{\pi s}{\sinh\pi s}=\frac{X_T}{\sinh X_T},\qquad X_T=\frac{2\pi^2k_BT}{\hbar\omega_c}.$$

The Brown–Zak phase $2\pi\varphi$ does not depend on $E$, so it leaves the integral, and $\int(-f')dE=1$. Thermal averaging mixes levels with different amplitudes but does not scramble their phase. Temperature can still act through $\tau$: phonons and collisions between carriers can interrupt the motion before interference develops.

## Numbers for a graphene superlattice

Take a period of 14.0 nm, $V_1=5.0$ meV, $v=10^6$ m/s and $\tau=0.50$ ps. The cell area is $S=169.7$ nm² and $G=0.518$ nm⁻¹. The Brown–Zak frequency is

$$\frac{\Phi_0}{S}=24.36\ {\rm T},$$

which places the maxima for $q=3,4,5$ at 8.12, 6.09 and 4.87 T.

The Shubnikov–de Haas frequency is $n\Phi_0/4$, because each level holds $4B/\Phi_0$ carriers per area. It moves from 31.0 to 41.4 T when $n$ rises from $3$ to $4\times10^{12}$ cm⁻². The Brown–Zak frequency stays at 24.36 T.

At $\varphi=4$ and the lower density, $\mu=202$ meV, $l=10.40$ nm and $\hbar\omega_c=19.8$ meV. At 150 K, $k_BT=12.93$ meV, so $X_T=12.9$ and the thermal factor is $6.7\times10^{-5}$.

The drift conductivity can be estimated by hand. The thermally weighted root-mean-square $w_N$ is 0.446 meV, which gives

$$\dot X_{\rm rms}=\frac{\sqrt3\,(0.446\times10^{-3}\ {\rm eV})(0.518\ {\rm nm^{-1}})(108\ {\rm nm^2})}{0.658\ {\rm eV\,fs}}\approx0.066\ {\rm nm/fs}.$$

Since levels are smeared together, $\sum_N[-f'(E_N)]\approx1/\hbar\omega_c$. With $B/\Phi_0=1/(4S)$,

$$\frac{\sigma_{\rm drift}}{e^2/h}\approx\frac{4(4.136\ {\rm eV\,fs})}{4(169.7\ {\rm nm^2})}\,\frac{(500\ {\rm fs})(0.066\ {\rm nm/fs})^2}{0.0198\ {\rm eV}}\approx2.7 .$$

The sum over levels gives 2.65. Cyclotron motion adds a background. With $m=\mu/v^2$ and $n=\mu^2/(\pi\hbar^2v^2)$, the Drude value $ne^2\tau/m$ is $(e^2/h)(2\mu\tau/\hbar)$. Here $\hbar/\tau=1.32$ meV and $\omega_c\tau\approx15$, so the background is about $307/(1+15^2)\approx1.4$ in units of $e^2/h$. The two parts add to about 4.05. Diagonalizing the full Dirac Hamiltonian, with level mixing, gives 3.95, about 2.5% lower. This value uses 40 electron and 24 hole levels. Larger bases, up to 75 of each, change it by less than 0.1%, whereas 36 of each is too few and gives 3.91.

The full calculation was sampled at steps of $1/6$ in $\varphi$. Around $\varphi=4$ it gives, in $e^2/h$:

| $\varphi$ | $3\times10^{12}$ cm⁻², 150 K | $4\times10^{12}$ cm⁻², 150 K | $3\times10^{12}$ cm⁻², 250 K |
|---|---:|---:|---:|
| 7/2 | 1.75 | 2.92 | 1.91 |
| 23/6 | 2.78 | 4.02 | 2.84 |
| 4 | 3.95 | 5.86 | 3.99 |
| 25/6 | 3.08 | 4.65 | 3.19 |
| 9/2 | 2.91 | 4.37 | 3.03 |

In all three cases, each of $\varphi=3,4,5$ was tested to exceed every other sampled value within half a unit. The temperature columns are computed at fixed $\mu$, so the density at 250 K is about 2% higher than at 150 K. At fixed $\tau$ and $\mu$, raising the temperature from 150 to 250 K changes the ratio of $\sigma_{xx}(4)$ to the mean at $7/2$ and $9/2$ only from 1.70 to 1.62.

A scan of $\mu$ from 170 to 230 meV at $\varphi=4$ shows the contrasting behaviour. After a quadratic trend is removed, the standard deviation divided by the mean falls from 1.31 at 10 K to 0.037 at 150 K. The remainder is larger than the thermal factor for the fundamental. It comes from the form factors: $F_N^2$ changes strongly from one level to the next, being about 0.003, 0.022, 0.0004 and 0.022 for $N=5$ to 8. If all $F_N$ are set equal, the same measure applied to the projected drift sum falls to 0.0002.

For the root-mean-square $w_N$, $w\tau/\hbar=0.339$. The projected model then gives $R=0.72$, $0.50$ and $0.43$ at distances $1/6$, $1/3$ and $1/2$ from $\varphi=4$. The short-time expansion is not adequate here: at distance $1/6$ it would give $1-16(0.339)^2/4=0.54$. The conductivity weights each level by its drift, so levels with large $w_N$ count most; the drift-weighted factors are lower, 0.59, 0.41 and 0.37. At this $\tau$, half-integer $\varphi$ shows no separate maximum in the sampled data. This changes for longer $\tau$: at 2 ps the drift-weighted $R$ has a weak local maximum at $9/2$ (0.18 against 0.12 at distance $1/12$), and at 5 ps another appears at $13/3$.

## Where the maxima weaken or move

**Short relaxation time.** With $\tau=0.05$ ps the contrast at $\varphi=4$ is 1.005, and $\sigma_{xx}$ rises steadily across the sampled range with no maxima at the integers. Now $w\tau/\hbar=0.034$, so the loss of recurrence halfway between integers is about $16(0.034)^2=0.018$. In the one-level estimate it acts on a drift part ten times smaller than before, about 0.27, and changes it by only 0.005 out of a total of 9.7. That estimate is rough, because now $\omega_c\tau\approx1.5$ and levels overlap. In the full calculation the superlattice adds less than 0.2 to $\sigma_{xx}(4)$. The contrast of 1.005 is an excess of 0.045, of which about half is curvature of the cyclotron background and about 0.02 comes from the superlattice. The oscillation ends because the drift is interrupted, even though its phase is still independent of energy.

**Low density.** The factor $e^{i\mathbf G\cdot\boldsymbol\xi}$ shifts a Landau orbit in $k$-space by a vector of length $G$. The shifted and original circles, of radius $k_F$, intersect only if $G<2k_F$. Otherwise $F_N$ comes from the tails of the wavefunctions and is small. The two densities used give $2k_F=0.614$ and $0.709$ nm⁻¹, above $G$. Equality occurs at $n=G^2/(4\pi)\approx2.1\times10^{12}$ cm⁻². Below it the oscillation fades in this weak-potential model. At 150 K the ratio of $\sigma_{xx}(4)$ to the mean at $7/2$ and $9/2$ falls from 1.70 at $3\times10^{12}$ cm⁻² to 1.2 at $1.5\times10^{12}$ and 1.1 at $1\times10^{12}$ cm⁻². At the last density the rising trend already puts $\sigma_{xx}(9/2)$ above $\sigma_{xx}(4)$.

**Smooth trend.** For $\omega_c\tau\gg1$ the background grows as $\varphi^2$, and in the scan the drift prefactor grows with $\varphi$ too. Both pull a broad maximum towards lower field. Near $\varphi=4$, write the drift part as its smooth trend times $1-K\delta^2$, with $\delta=\varphi-4$. A level's drift and its fractional loss are both proportional to $w_N^2$, so levels with large $w_N$ count most: $K=16\pi^2(\tau/\hbar)^2\langle w_N^4\rangle/\langle w_N^2\rangle\approx40$, with thermally weighted averages. At integers $R=1$, so the computed values at $\varphi=3$ and $5$, which are 2.37 and 5.58 at the lower density and 150 K, give the mean slope of the smooth part, $(5.58-2.37)/2\approx1.6$. The background supplies about $2(1.4)/4=0.7$ of it and the drift prefactor the rest. Balance requires $1.6\approx2K(2.65)\delta$, so $\delta\approx0.008$, a shift of about 0.01 T. The recurrence itself remains centred on the integer.

**Resistivity.** Inverting the conductivity tensor gives $\rho_{xx}=\sigma_{xx}/(\sigma_{xx}^2+\sigma_{xy}^2)$. A maximum of $\sigma_{xx}$ is also one of $\rho_{xx}$ when $|\sigma_{xy}|\gg\sigma_{xx}$ and $\sigma_{xy}$ varies slowly. A two-terminal conductance mixes both components and contacts, so it needs its own analysis.

**Real devices.** The period and velocity are roughly those of graphene aligned with hexagonal boron nitride; $V_1$ is a rough choice of several meV. The assumed $\tau$ corresponds to mobilities of about 25,000 and 21,000 cm²/Vs at the two densities. A real moiré also distinguishes the two sublattices. Adding a sublattice-odd term as large as the scalar one, and with the same spatial form, raises $\sigma_{xx}(4)$ from 3.95 to 12.4 $e^2/h$, while the values at $11/3$ and $13/3$ are 3.3 and 4.6. If the added term is instead odd in space, as inversion symmetry requires, the three values are about 13, 3.9 and 4.9. The height is thus far less certain than the position. A 1% larger period shifts $\varphi$ by $-0.079$ at fixed field near $\varphi=4$, so variation of the period across a device broadens the maxima. The Zeeman splitting there, 0.71 meV for $g=2$, is small beside $k_BT$. The largest thermal uncertainty is the fixed $\tau$: a real relaxation time changes with temperature, and the 250 K result shows resistance to energy averaging, not a prediction of the highest temperature at which a device will oscillate. Further values are in the numerical output.

## Computed values

```
moire period 14.0 nm, cell area 169.7 nm^2
G 0.5182 1/nm, V1 5.0 meV, velocity 1.0e+06 m/s
tau 0.50 ps, hbar/tau 1.32 meV
Brown-Zak frequency Phi_0/S 24.36 T
field at Phi_0/3: 8.12 T
field at Phi_0/4: 6.09 T
field at Phi_0/5: 4.87 T
density 3.0e+12 cm^-2: mu 202.1 meV, 2k_F 0.614 1/nm, SdH frequency 31.02 T
  mobility e tau v^2/mu 24744 cm^2/Vs
density 4.0e+12 cm^-2: mu 233.3 meV, 2k_F 0.709 1/nm, SdH frequency 41.36 T
  mobility e tau v^2/mu 21429 cm^2/Vs
at phi=4, first density: l 10.40 nm, level spacing 19.8 meV
kT at 150 K 12.93 meV, X 12.86, X/sinh X 6.69e-05
thermal rms w 0.446 meV, w tau/hbar 0.339
recurrence factor R at phi=4: 1.0000
recurrence factor R at phi=25/6: 0.7165
recurrence factor R at phi=13/3: 0.4999
recurrence factor R at phi=9/2: 0.4325
sigma_xx in e^2/h; columns: phi, B in T,
A 3e12 cm^-2 150 K | B 4e12 150 K | C 3e12 250 K | D as A, tau/10
  8/3   9.14    1.124    1.889    1.249    5.264
 17/6   8.60    1.613    2.709    1.742    5.810
    3   8.12    2.370    4.303    2.610    6.362
 19/6   7.69    1.765    2.857    1.934    6.913
 10/3   7.31    1.606    2.709    1.787    7.460
  7/2   6.96    1.749    2.917    1.908    8.016
 11/3   6.64    2.098    3.282    2.214    8.575
 23/6   6.36    2.779    4.024    2.835    9.127
    4   6.09    3.951    5.860    3.989    9.670
 25/6   5.85    3.076    4.654    3.189   10.200
 13/3   5.62    2.790    4.311    2.930   10.717
  9/2   5.41    2.908    4.369    3.030   11.235
 14/3   5.22    3.294    4.652    3.356   11.747
 29/6   5.04    4.159    5.665    4.125   12.244
    5   4.87    5.577    7.924    5.495   12.729
 31/6   4.72    4.618    6.756    4.680   13.198
 16/3   4.57    4.186    6.113    4.296   13.651
contrast sigma(4)/mean sigma(7/2,9/2), A B C D: 1.697 1.609 1.616 1.005
SdH relative ripple in mu (170-230 meV, phi=4): 10 K 1.3113, 150 K 0.0370
phi=4, case A: sigma without moire 1.398, projected drift 2.653 e^2/h
drift velocity^2, full/formula 0.99949; weak-V1 drift sigma, full/formula 0.9987
largest relative error of short-tau loss law 5.2e-04
with equal sublattice-odd term, phi=11/3, 4, 13/3: 3.251 12.398 4.579 e^2/h
Zeeman splitting at phi=4 (g=2) 0.71 meV
phi change at phi=4 for 1% larger period -0.079
relative shift at phi=4: larger basis -2.5e-04, finer mesh 2.9e-14
relative shift, finer mesh: 13/3 1.5e-07, 25/6 -1.6e-08
V1 doubled, phi=4: relative error of a 22-level basis 1.6e-02
V1 doubled, phi=4: relative error of a 12x12 mesh -1.6e-05
```
